\section*{Algebraic Saturation of Mean-Field Adsorption on Pairs of Vacant Sites}

Take a surface on which one site in a hundred is still vacant, with the vacancies scattered at random. A molecule that needs one vacant site finds it in about one arrival out of $100$. A molecule that needs two vacant neighbouring sites finds them in about one arrival out of $100^2=10\,000$. Now let half of the vacancies be filled and ask what the next halving costs. For the one-site molecule the chance of success has halved, but only half as many sites have to be filled, so the next halving takes the same number of arrivals as the last. For the two-site molecule the chance has fallen to a quarter while the number of sites to be filled has halved, so the next halving takes twice as many arrivals. Equal costs for successive halvings mean exponential decay of the vacant fraction. Costs that grow as $1,2,4,\dots$ add up to a total that doubles, in the long run, each time the vacancies are halved: the vacant fraction then falls as the inverse of the exposure.

To make this precise, let the surface have $N_s$ equivalent sites per unit area, a fraction $\theta$ of them filled and a fraction $v=1-\theta$ vacant. Each arriving molecule tries one randomly chosen pair of neighbouring sites. If both are vacant it dissociates with probability $s_0$, and its two products fill the two sites; otherwise it returns to the gas. Nothing desorbs, $s_0$ is constant, and the products move about so quickly that the layer is random at every arrival. This last assumption is the mean-field one, and the result depends on it.

The arrival rate follows from the gas. Let the gas have number density $n$, temperature $T$, pressure $P=nk_BT$ and molecular mass $m$. Only molecules with a velocity component $u>0$ towards the surface reach it, and the Maxwell distribution gives the number striking unit area per unit time,
\begin{align}
F&=n\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty u\,e^{-mu^2/2k_BT}\,du
 =n\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}\nonumber\\
 &=n\sqrt{\frac{k_BT}{2\pi m}}=\frac{P}{\sqrt{2\pi m k_BT}} .
\end{align}
The last form uses $n=P/k_BT$. No electromagnetic quantity and no $\hbar$ enters, so the formula reads the same in Gaussian and SI units. At fixed gas temperature, $F$ is proportional to $P$. The number of molecules that have struck unit area, $\Phi=\int F\,dt$, is therefore proportional to the exposure $\int P\,dt$.

Next comes the chance that the chosen pair is vacant. Let the whole surface have $M$ sites, of which $Mv$ are vacant. In a random arrangement the first site of the pair is vacant with probability $v$. Given that, $Mv-1$ vacancies remain among the other $M-1$ sites, so the pair is vacant with probability
\begin{equation}
v\,\frac{Mv-1}{M-1}\;\longrightarrow\; v^2\qquad (Mv\gg1).
\end{equation}
The number of neighbours per site does not appear, because each molecule tries one pair. The condition $Mv\gg1$ says that many vacancies must be left; the law below does not describe the filling of the last few sites of a finite surface.

A successful event removes two vacancies. Per unit area, the number of vacancies $N_sv$ therefore changes at the rate
\begin{equation}
N_s\frac{dv}{dt}=-2s_0F\,v^2 .
\end{equation}
Define the dimensionless exposure
\begin{equation}
x=\frac{2s_0\Phi}{N_s},\qquad \frac{dx}{dt}=\frac{2s_0F}{N_s}.
\end{equation}
It is the number of products per site that would have been deposited if every molecule had found a vacant pair. Dividing the rate equation by $N_s\,dx/dt=2s_0F$ gives
\begin{equation}
\frac{dv}{dx}=-v^2 .
\end{equation}
The flux has cancelled, so a steady pressure and a series of pulses have the same effect if their exposures are equal. Since $d(1/v)/dx=-v^{-2}\,dv/dx$, the equation says that
\begin{equation}
\frac{d}{dx}\frac1v=1 .
\end{equation}
With $v=v_0$ at $x=0$, integration gives
\begin{equation}
\frac1v=\frac1{v_0}+x,\qquad\text{or}\qquad v=\frac{v_0}{1+v_0x}. \label{law}
\end{equation}
This is the algebraic approach to saturation. How soon the inverse law $v\simeq1/x$ sets in can be read from the difference
\begin{equation}
\frac1x-\frac{v_0}{1+v_0x}=\frac{1+v_0x-v_0x}{x(1+v_0x)}=\frac1x\,\frac{1}{1+v_0x}.
\end{equation}
Relative to $1/x$ the error is $1/(1+v_0x)$, which is small once $v_0x\gg1$. The initial vacancy has then dropped out: within this model, two surfaces that started with different coverages end up with nearly the same number of vacancies.

For comparison, let a molecule try one site, stick with probability $s_1$ if it is vacant, and fill that site alone. Then $N_s\,dv/dt=-s_1Fv$. Choose $s_1=2s_0$, which requires $s_0\le\tfrac12$, so that both processes fill a clean surface at the same initial rate. In the same variable $x$,
\begin{equation}
\frac{dv}{dx}=-v,\qquad v=v_0e^{-x}.
\end{equation}
Starting from a clean surface, $v_0=1$, the exposure needed for coverage $\theta$ is
\begin{equation}
x_{\rm pair}=\frac1{1-\theta}-1=\frac{\theta}{1-\theta},\qquad
x_{\rm one}=\ln\frac1{1-\theta}.
\end{equation}
Reducing the vacant fraction from $v$ to $v/10$ costs $10/v-1/v=9/v$ in the first case, an amount that grows as the layer fills. In the second it costs $\ln10$ at every stage.

The two halves of the adsorption rule play different parts. Suppose that two vacant sites are needed but one product leaves at once, so that only one site is filled. The factor 2 in the site balance is then missing, $dv/dx=-v^2/2$, and $1/v=1/v_0+x/2$. The late vacancy is $2/x$ instead of $1/x$. In a random layer the need for two vacancies fixes the power, and the filling of both fixes the coefficient.

Random mixing was tested on a square lattice of 1024 sites, rearranged at random before every attempt, in 20 runs from a clean start. At $x=1$, $4$ and $16$ the mean vacant fractions were $0.5016$, $0.1957$ and $0.0588$, with standard errors $0.0024$, $0.0020$ and $0.0012$. Equation~(\ref{law}) gives $0.5000$, $0.2000$ and $0.0588$. The middle value is about two standard errors low and the other two agree within one. The exponential at $x=16$ would be of order $10^{-7}$.

What happens without mixing can be solved on a chain. Let the products stay where they land, and let $E_n$ be the probability that $n$ given successive sites are all vacant, whatever the state of the others. A chain has one bond per site, so the number of attempts per bond that succeed if the bond is vacant is $\tau=s_0\Phi/N_s=x/2$. A vacant string of $n$ sites can be broken in two ways. A molecule may land on one of its $n-1$ inner bonds, both ends of which are vacant by assumption. Or it may land on one of the two bonds that join the string to its surroundings, which requires the outer site to be vacant as well, and hence a string of $n+1$. Therefore
\begin{equation}
\frac{dE_n}{d\tau}=-(n-1)E_n-2E_{n+1},\qquad E_n(0)=1 .
\end{equation}
Try $E_n=e^{-(n-1)\tau}\varphi(\tau)$. The left side becomes $-(n-1)E_n+e^{-(n-1)\tau}\varphi'$, and the right side $-(n-1)E_n-2e^{-n\tau}\varphi$. The first terms cancel, and multiplication by $e^{(n-1)\tau}$ leaves one equation for all $n$,
\begin{equation}
\varphi'=-2e^{-\tau}\varphi,\qquad \varphi(0)=1,\qquad
\ln\varphi=-2\left(1-e^{-\tau}\right).
\end{equation}
Since $v=E_1=\varphi$,
\begin{equation}
v=\exp\!\left[-2\left(1-e^{-x/2}\right)\right]\;\longrightarrow\;e^{-2}\approx0.135 .
\end{equation}
The layer jams with more than an eighth of its sites vacant, each vacancy standing alone between filled neighbours. The last stage is exponential:
\begin{equation}
v-e^{-2}=e^{-2}\left[\exp\!\left(2e^{-x/2}\right)-1\right]\simeq2e^{-2}e^{-x/2}.
\end{equation}
So the need for two neighbouring vacancies does not by itself give an algebraic law. Mixing must bring isolated vacancies together again, and the law $v\simeq1/x$ needs it to be fast compared with adsorption. If the products hop only at a comparable rate, the decay lags behind the mean-field law: on a chain it tends towards $x^{-1/2}$, and on a square lattice $vx$ drifts slowly upwards.

The equation for $n=1$ shows where the two descriptions part: $dE_1/d\tau=-2E_2$ becomes the mean-field equation if $E_2$ is replaced by $E_1^2$. On the immobile chain $E_2=e^{-\tau}v$ instead. At small $\tau$ we have $e^{-\tau}\simeq1-\tau$ but $v\simeq1-2\tau$, so $E_2>v^2$: vacant pairs are at first more plentiful than in a random layer, and adsorption is faster. At late times $e^{-\tau}$ vanishes while $v$ does not, and adsorption stops. A simulated closed chain of $40\,000$ sites shows both stages. Its vacant fractions at $x=1$, $4$ and $40$ are $0.4551$, $0.1788$ and $0.1358$, against $0.4552$, $0.1774$ and $0.1353$ from the chain formula. The first two lie below the mean-field values $0.5000$ and $0.2000$; the last lies far above $1/41$. Jamming is not peculiar to the chain. Immobile pairs on a square lattice of $160\times160$ sites left a vacant fraction of $0.095$ at $x=70$ in one run, with no vacant pair remaining. Runs of this size scatter by about $0.0015$ around a mean between $0.093$ and $0.094$.

Two further assumptions, constant sticking and no desorption, can be relaxed within the mixed layer. Let the sticking probability on a vacant pair be $s_0f(v)$, where $f(1)=1$ and $f$ is continuous and positive down to $v=0$. Then $d(1/v)/dx=f(v)$. Since $f$ has a positive minimum, $1/v$ grows without limit and $v$ tends to zero. Integrating and dividing by $x$,
\begin{equation}
\frac1{vx}=\frac1{v_0x}+\frac1x\int_0^x f\bigl(v(x')\bigr)\,dx'\;\longrightarrow\;f(0),
\qquad v\simeq\frac1{f(0)\,x},
\end{equation}
because the average of a quantity that tends to $f(0)$ tends to $f(0)$ too. The power survives, and the coefficient changes.

Desorption has a stronger effect in the end. Let neighbouring products recombine and leave, which in a random layer adds $k_d\theta^2$ to $dv/dt$. At constant pressure put $K=2s_0F/N_s$ and $r=k_d/K$. With constant sticking,
\begin{equation}
\frac{dv}{dx}=-v^2+r(1-v)^2 .
\end{equation}
The right side vanishes when $v=\sqrt r\,(1-v)$, that is, at the floor $v_*=\sqrt r/(1+\sqrt r)$, where $1-v_*=1/(1+\sqrt r)$. For a small departure $\delta=v-v_*$, the linear terms are
\begin{equation}
\frac{d\delta}{dx}=-2\left[v_*+r(1-v_*)\right]\delta
=-2\,\frac{\sqrt r+r}{1+\sqrt r}\,\delta=-2\sqrt r\,\delta .
\end{equation}
The final approach to the floor is thus exponential. For $r\ll1$ and a clean start, the algebraic law holds in the intermediate range $1\ll x\ll1/\sqrt r$, where $1/x$ is still far above the floor.

As an example, consider the dissociation of O$_2$ on a ruthenium surface. The gas is at $300$~K and $10^{-6}$~Torr and the surface at $600$~K. Rough values are $s_0=0.5$ and $N_s=8\times10^{14}$~cm$^{-2}$. This is about half the density of metal atoms on the close-packed face, and stands for the layer that chemisorbed oxygen forms readily at low pressure. Long exposures can add oxygen beyond that layer, so the exposures below illustrate the filling of the counted sites in the model; they do not predict the total uptake of real ruthenium. The flux is $F=3.585\times10^{14}$~cm$^{-2}$s$^{-1}$, so
\begin{equation}
K=\frac{2(0.5)(3.585\times10^{14})}{8\times10^{14}}\ \mathrm{s^{-1}}=0.448\ \mathrm{s^{-1}} .
\end{equation}
One langmuir (L) is $10^{-6}$~Torr\,s, here one second of exposure, and adds $0.448$ to $x$. A coverage of $99\%$ of saturation needs $x=0.99/0.01=99$, or $99/0.448\approx221$~L. The one-site process with the same clean-surface uptake needs $\ln(100)/0.448\approx10.3$~L. For $90\%$ the exposures are $20$ and $5.1$~L, and for $99.9\%$ they are $2230$ and $15$~L. In the model the processes differ little at first and by more than a factor of a hundred at the end. A real surface may also fill single vacancies by a weak second route, for instance at steps. If this adds a term $-\epsilon v$ to $dv/dx$, the decay turns exponential once $v$ falls well below $\epsilon$, and the long tail is cut short.

The slow tail is easily taken for completed saturation. After $100$~L the model layer is $97.8\%$ full, and after $1000$~L it is $99.8\%$ full: a tenfold exposure changes the coverage by two per cent of the full layer. The vacancies, however, have fallen tenfold, from $2.2\%$ to $0.22\%$. A plot of $1/v$ against exposure separates the two laws better than a plot of $\theta$, since it is a straight line for pair adsorption with constant $s_0$ and an exponential for one-site adsorption. With measured data this works only while $v$ is well above the relative error in the saturation coverage. If that coverage is wrong by $1\%$, the value of $1/v$ found for the pair layer at $100$~L is about $84$ or $32$ instead of $46$, and the line bends.

On real ruthenium constant sticking is doubtful, because adsorbed oxygen atoms repel one another. Suppose, as a rough value, that the barrier to dissociation rises linearly by $\Delta=0.1$~eV between the empty and the full layer. Assume also that the sticking probability falls by the corresponding Boltzmann factor at the surface temperature, $f(v)=e^{-\Delta(1-v)/k_BT}$. With $k_BT=0.0517$~eV at the surface, $f(0)=e^{-0.1/0.0517}=0.145$. The exposure for $99\%$ becomes
\begin{equation}
\frac{1}{0.448}\int_{0.01}^{1}\frac{dv}{v^2f(v)}\ \mathrm{L}\approx1400\ \mathrm{L},
\end{equation}
which is $6.4$ times the value for constant $s_0$. The late-time factor $1/f(0)$ is $6.9$; the total is raised by less because the barrier stays below its full-layer value throughout the filling. The surface temperature is the right choice only for a molecule that accommodates to the surface before it dissociates. If the energy came from the gas at $300$~K, the same integral would give about $9200$~L, a factor of $41$. Repulsion also orders the layer, an effect not included in the factor $6.4$. In a nearly full layer, two adjacent vacancies remove one repulsive contact fewer than two separate ones. With a repulsion $w$ per neighbouring pair, the chance of a vacant pair is therefore about $v^2e^{-w/k_BT}$ instead of $v^2$. For $w=0.05$~eV, an illustrative value, this would raise the late exposures by a further factor of about $2.6$.

Apart from the effects of repulsion, the products move fast enough and desorb slowly enough for these parameters. With a hopping barrier of $0.6$~eV and an attempt frequency of $10^{13}$~s$^{-1}$, both rough, an oxygen atom beside a vacant site hops into it at a rate of about $9\times10^7$~s$^{-1}$, $2\times10^8$ times the uptake rate $K$. With a desorption energy of $3$~eV, also rough, $k_d=6\times10^{-13}$~s$^{-1}$ and $r=1.4\times10^{-12}$. The vacancy floor is then near $10^{-6}$, and it matters only for exposures approaching $2\times10^6$~L. These two values assume constant sticking and depend strongly on the desorption energy: with $2.5$~eV the floor would be $1.5\times10^{-4}$ and would matter for exposures approaching $1.5\times10^4$~L. The energy that counts is that of the nearly full layer, where repulsion weakens the binding. Removing two adjacent atoms with $z$ neighbours each relieves $2z-1$ repulsive contacts, which for $w=0.05$~eV lowers the energy needed by $0.35$~eV if $z=4$, and by $0.55$~eV if $z=6$ as on a triangular array of sites. The chosen pressure is that of a vacuum experiment; at a higher pressure the same exposure takes less time. At $1$~Torr an exposure of $10^6$~L takes one second, and the $2230$~L for $99.9\%$ take about two milliseconds if $s_0$ is constant. At such pressures and $600$~K, oxygen can also enter the metal and form an oxide, and a model with a fixed number of surface sites no longer describes the total uptake. The numerical output below gives the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
gas temperature: 300 K
surface temperature: 600 K
O2 pressure: 1.0e-06 Torr
O2 molar mass: 31.998 g/mol
initial sticking probability s0 (rough): 0.50
site density Ns (rough): 8.0e+14 cm^-2
O2 flux: 3.585e+14 cm^-2 s^-1
clean-surface uptake rate: 0.4482 s^-1
x per langmuir: 0.4482 L^-1
coverage | x pair | pair, L | pair, s | one-site, L
0.500 | 1.00 | 2.23 | 2.23 | 1.55
0.900 | 9.00 | 20.08 | 20.08 | 5.14
0.990 | 99.00 | 220.90 | 220.90 | 10.28
0.999 | 999.00 | 2229.11 | 2229.11 | 15.41
exposure, L | vacant, pair | vacant, one-site
1 | 0.69053 | 6.388e-01
10 | 0.18243 | 1.132e-02
100 | 0.02183 | 3.440e-20
1000 | 0.00223 | 2.322e-195
mixed lattice: 1024 sites, 20 runs
x | mixed simulation | standard error | formula
1 | 0.5016 | 0.0024 | 0.5000
4 | 0.1957 | 0.0020 | 0.2000
16 | 0.0588 | 0.0012 | 0.0588
x | immobile chain simulation | chain formula
1 | 0.4551 | 0.4552
4 | 0.1788 | 0.1774
40 | 0.1358 | 0.1353
immobile square lattice, jammed vacancy: 0.0954
kT at surface: 0.05170 eV
barrier rise to full layer (rough): 0.10 eV
sticking factor at full layer: 0.1446
99% exposure with barrier rise: 1412 L
ratio to constant-s0 exposure: 6.39
attempt frequency (rough): 1.0e+13 s^-1
hop barrier (rough): 0.60 eV
hop rate: 9.12e+07 s^-1
hop rate / uptake rate: 2.04e+08
desorption energy (rough): 3.00 eV
desorption rate constant: 6.33e-13 s^-1
desorption ratio r: 1.41e-12
vacancy floor from desorption: 1.19e-06
exposure where floor matters, 1/sqrt(r): 1.88e+06 L
\end{verbatim}
